# Discretization Error of the Multiband Berry Phase from Overlap Determinants: a program that tests the result

```python
# Result under test. Isolated group of J bands, k = s*G, cell-periodic states u(s), projector P(s).
# phi_N = -Im ln prod_j det <u(s_j)|u(s_j+1/N)>, closed by u(s_0+1) = exp(-iGx) u(s_0).
# Claims: phi_N is invariant mod 2 pi under U(J) rotations at each mesh point, and
# phi_N = phi + C/N^2 + O(N^-4), phi = int_0^1 Tr A ds, A = i<u|du/ds> (smooth periodic gauge),
# C = (1/6) int tau ds, tau = Im Tr[P P' P''], also C = -(G^3/6) sum_n mu3_n,
# mu3_n = third central moments of the eigenfunctions of P x P (Wannier functions).
# One link: phase - int Tr A = h^3 tau/6 + O(h^5). Crystal shift x0: phi_N -> phi_N + J G x0.
# Model: spinless electrons, V(x) = -V1 cos(Gx) - V2 sin(2Gx), plane waves exp(i m G x).
import numpy as np
from scipy.constants import hbar, m_e, e, pi

a = 0.5e-9
G = 2*pi/a
V1, V2 = 1.0, 0.5                      # aJ
EG = hbar**2*G**2/(2*m_e)/1e-18        # aJ
mmax = 14
m = np.arange(-mmax, mmax+1)
dim = len(m)
sigG = 0.1e-9*G                        # trial Gaussian width times G
rng = np.random.default_rng(7)

def wrap(t):
    return (t+pi) % (2*pi)-pi

def solve(s, v1=V1, v2=V2, x0=0.0):
    low = (-v1/2)*np.exp(-1j*G*x0)*np.eye(dim, k=-1) + (1j*v2/2)*np.exp(-2j*G*x0)*np.eye(dim, k=-2)
    return np.linalg.eigh(np.diag(EG*(s+m)**2)+low+low.conj().T)

def times_exp_minus_iGx(c):
    out = np.zeros_like(c)
    out[:-1] = c[1:]
    return out

def random_unitary(J):
    q, _ = np.linalg.qr(rng.normal(size=(J, J))+1j*rng.normal(size=(J, J)))
    return q*np.exp(2j*pi*rng.random(J))

def overlaps(N, J, s0=0.0, rotate=False, close=True, **kw):
    u = [solve(s0+j/N, **kw)[1][:, :J] for j in range(N)]
    if rotate:
        u = [c@random_unitary(J) for c in u]
    u.append(times_exp_minus_iGx(u[0]) if close else u[0])
    return [u[j].conj().T@u[j+1] for j in range(N)]

def phase(values):
    return -np.angle(np.prod([z/abs(z) for z in values]))

def phi_discrete(N, J, **kw):
    return phase([np.linalg.det(M) for M in overlaps(N, J, **kw)])

def projector_and_slope(s, J):
    E, U = solve(s)
    occ, emp = U[:, :J], U[:, J:]
    W = emp.conj().T@((2*EG*(s+m))[:, None]*occ)/(E[None, :J]-E[J:, None])
    half = emp@W@occ.conj().T
    return occ@occ.conj().T, half+half.conj().T

def trial(s, J):
    q = (s+m)*sigG
    g = np.exp(-q**2/2)
    return np.stack([g, q*g], 1)[:, :J], sigG*np.stack([-q*g, (1-q**2)*g], 1)[:, :J]

def u_projected(s, J):
    P, _ = projector_and_slope(s, J)
    f = P@trial(s, J)[0]
    w, v = np.linalg.eigh(f.conj().T@f)
    return f@(v*w**-0.5)@v.conj().T

def trace_A(s, J):
    # u = P g S^(-1/2), S = g^+ P g; the derivative of S^(-1/2) has a real trace and drops out
    P, dP = projector_and_slope(s, J)
    g, dg = trial(s, J)
    return -np.trace(np.linalg.solve(g.T@P@g, g.T@P@(dP@g+dg))).imag

def tau(s, J, d=1e-3):
    P, dP = projector_and_slope(s, J)
    f = lambda t: projector_and_slope(s+t*d, J)[1]
    ddP = (-f(2)+8*f(1)-8*f(-1)+f(-2))/(12*d)
    return np.trace(P@dP@ddP).imag

def wannier_moments(J, cells=64, per=32):
    x = np.arange(-cells*per//2, cells*per//2)*a/per
    psi = np.hstack([np.exp(1j*np.outer(x, (j/cells+m)*G))@solve(j/cells)[1][:, :J]
                     for j in range(cells)])/np.sqrt(len(x))
    assert np.allclose(psi.conj().T@psi, np.eye(J*cells), atol=1e-10)
    w, v = np.linalg.eigh(psi.conj().T@((x/a)[:, None]*psi))
    i0 = np.searchsorted(w, -0.5)
    rho = abs(psi@v[:, i0:i0+J])**2
    cen = rho.T@x
    return cen, np.array([rho[:, n]@(x-cen[n])**3 for n in range(J)])

print(f"a = {a*1e9:.3f} nm, G = {G*1e-9:.5f} 1/nm, plane waves = {dim}")
print(f"V1 = {V1:.2f} aJ, V2 = {V2:.2f} aJ, hbar^2 G^2/2m = {EG:.5f} aJ")
bands = np.array([solve(s)[0][:3] for s in np.linspace(0, 1, 101)])
gaps = (bands[:, 1:]-bands[:, :-1]).min(0)
print(f"min direct gaps: 1-2 = {gaps[0]:.4f} aJ, 2-3 = {gaps[1]:.4f} aJ")
assert gaps.min() > 0.1
x0 = 0.07e-9
gx, gw = np.polynomial.legendre.leggauss(6)

for J in (1, 2):
    print(f"--- J = {J} ---")
    c1 = times_exp_minus_iGx(solve(0.0)[1][:, :J])
    assert abs(c1@c1.conj().T-projector_and_slope(1.0, J)[0]).max() < 1e-10
    phi_coarse = np.mean([trace_A(j/300, J) for j in range(300)])
    phi_raw = np.mean([trace_A(j/600, J) for j in range(600)])
    assert abs(phi_raw-phi_coarse) < 1e-10
    phi = wrap(phi_raw)
    C = np.mean([tau(j/200, J) for j in range(200)])/6
    cen, mu3 = wannier_moments(J)
    C_w = -G**3*mu3.sum()/6
    assert abs(wrap(G*cen.sum()-phi)) < 1e-8
    assert abs(C_w/C-1) < 1e-6
    print(f"phi KSV integral = {phi:.10f} rad; G*sum(centres) = {wrap(G*cen.sum()):.10f} rad")
    print("PxP centres =", ", ".join(f"{c*1e9:.6f}" for c in cen), "nm")
    print("mu3 =", ", ".join(f"{c*1e27:.6e}" for c in mu3), "nm^3")
    print(f"C from tau = {C:.8f} rad; from mu3 = {C_w:.8f} rad")
    err = lambda N, **kw: wrap(phi_discrete(N, J, **kw)-phi)
    for N in (4, 8, 16, 32, 64):
        d = err(N)
        print(f"N={N:3d} phi_N={phi+d:.8f} err={d:.4e} N^2 err={d*N*N:.6f} rad")
    print(f"smallest |det M| at N=4: {min(abs(np.linalg.det(M)) for M in overlaps(4, J)):.4f}")
    for s0 in (0.0, 0.137):
        assert abs(256**2*err(256, s0=s0)/C-1) < 5e-3
    ratio = (err(48)-C/48**2)/(err(96)-C/96**2)
    assert abs(ratio-16) < 1
    rich = (4*err(32)-err(16))/3
    assert abs(rich) < 0.2*abs(err(32))
    print(f"residual ratio N=48/96 = {ratio:.3f}; Richardson(16,32) err = {rich:.3e} rad")
    # single link in the projected gauge
    sm, h = 0.3, 1/200
    link = phase([np.linalg.det(u_projected(sm-h/2, J).conj().T@u_projected(sm+h/2, J))])
    excess = link-sum(w*trace_A(sm+t*h/2, J) for t, w in zip(gx, gw))*h/2
    pred = h**3*tau(sm, J)/6
    assert abs(excess/pred-1) < 1e-2
    print(f"link s={sm}, h={h}: excess = {excess:.5e}, h^3 tau/6 = {pred:.5e} rad")
    # random gauges
    ref = phi_discrete(8, J)
    sets = [overlaps(8, J, rotate=True) for _ in range(10)]
    dev = max(abs(wrap(phase([np.linalg.det(M) for M in S])-ref)) for S in sets)
    sums = [-sum(np.angle(np.linalg.det(M)) for M in S) for S in sets]
    windings = {int(round((t-ref)/(2*pi))) for t in sums}
    assert dev < 1e-12 and len(windings) > 1
    print(f"10 random gauges, N=8: max change mod 2pi = {dev:.1e} rad; 2pi branches seen = {len(windings)}")
    if J == 2:
        bad = max(abs(wrap(phase([np.prod(np.diag(M)) for M in S])-ref)) for S in sets)
        assert bad > 0.1
        print(f"diagonal-only product: max deviation = {bad:.3f} rad")
    # origin shift, with and without the closing factor
    shift = wrap(phi_discrete(16, J, x0=x0)-phi_discrete(16, J))
    open0 = phi_discrete(16, J, close=False)
    shift_open = wrap(phi_discrete(16, J, close=False, x0=x0)-open0)
    assert abs(wrap(shift-J*G*x0)) < 1e-10 and abs(shift_open) < 1e-9
    print(f"shift x0={x0*1e9:.2f} nm, N=16: change = {shift:.8f}, J G x0 = {J*G*x0:.8f} rad")
    print(f"no closing factor, N=16: phase = {open0:.6f}, change on shift = {abs(shift_open):.0e} rad")
    # inversion symmetry
    worst = max(abs(np.sin(phi_discrete(N, J, v1=sg*V1, v2=0.0))) for N in (3, 4, 7, 16) for sg in (1, -1))
    assert worst < 1e-10
    pm = abs(phi_discrete(7, J, v1=-V1, v2=0.0))
    if J == 1:
        assert abs(pm-pi) < 1e-10
    print(f"V2=0: max|sin phi_N| = {worst:.0e}; |phi_7| for V1 -> -V1 = {pm:.6f} rad")
    print(f"a phi/2pi = {phi/G*1e9:.6f} nm; N=8 error = {err(8)/G*1e9:.4e} nm, predicted {C/64/G*1e9:.4e} nm")
    print(f"P_el = -e phi/2pi = {-e*phi/(2*pi):.6e} C = {-phi/(2*pi):.6f} e")

print("verified")
```

Printed output:

```
a = 0.500 nm, G = 12.56637 1/nm, plane waves = 29
V1 = 1.00 aJ, V2 = 0.50 aJ, hbar^2 G^2/2m = 0.96395 aJ
min direct gaps: 1-2 = 0.9664 aJ, 2-3 = 0.5068 aJ
--- J = 1 ---
phi KSV integral = 0.2471011247 rad; G*sum(centres) = 0.2471011247 rad
PxP centres = 0.019664 nm
mu3 = -1.015325e-04 nm^3
C from tau = 0.03358020 rad; from mu3 = 0.03358020 rad
N=  4 phi_N=0.24920698 err=2.1059e-03 N^2 err=0.033694 rad
N=  8 phi_N=0.24762626 err=5.2514e-04 N^2 err=0.033609 rad
N= 16 phi_N=0.24723233 err=1.3120e-04 N^2 err=0.033587 rad
N= 32 phi_N=0.24713392 err=3.2795e-05 N^2 err=0.033582 rad
N= 64 phi_N=0.24710932 err=8.1984e-06 N^2 err=0.033581 rad
smallest |det M| at N=4: 0.9680
residual ratio N=48/96 = 15.999; Richardson(16,32) err = -6.976e-09 rad
link s=0.3, h=0.005: excess = 4.27329e-09, h^3 tau/6 = 4.27329e-09 rad
10 random gauges, N=8: max change mod 2pi = 8.9e-16 rad; 2pi branches seen = 3
shift x0=0.07 nm, N=16: change = 0.87964594, J G x0 = 0.87964594 rad
no closing factor, N=16: phase = -0.026763, change on shift = 4e-16 rad
V2=0: max|sin phi_N| = 1e-16; |phi_7| for V1 -> -V1 = 3.141593 rad
a phi/2pi = 0.019664 nm; N=8 error = 4.1789e-05 nm, predicted 4.1754e-05 nm
P_el = -e phi/2pi = -6.300939e-21 C = -0.039327 e
--- J = 2 ---
phi KSV integral = -0.8035042937 rad; G*sum(centres) = -0.8035042937 rad
PxP centres = -0.116256, 0.052315 nm
mu3 = 8.750957e-04, -5.651230e-04 nm^3
C from tau = -0.10251840 rad; from mu3 = -0.10251840 rad
N=  4 phi_N=-0.80923594 err=-5.7316e-03 N^2 err=-0.091706 rad
N=  8 phi_N=-0.80508053 err=-1.5762e-03 N^2 err=-0.100879 rad
N= 16 phi_N=-0.80390331 err=-3.9902e-04 N^2 err=-0.102148 rad
N= 32 phi_N=-0.80360432 err=-1.0002e-04 N^2 err=-0.102425 rad
N= 64 phi_N=-0.80352932 err=-2.5023e-05 N^2 err=-0.102495 rad
smallest |det M| at N=4: 0.8619
residual ratio N=48/96 = 15.987; Richardson(16,32) err = -3.606e-07 rad
link s=0.3, h=0.005: excess = -2.58657e-09, h^3 tau/6 = -2.58641e-09 rad
10 random gauges, N=8: max change mod 2pi = 8.9e-16 rad; 2pi branches seen = 4
diagonal-only product: max deviation = 0.123 rad
shift x0=0.07 nm, N=16: change = 1.75929189, J G x0 = 1.75929189 rad
no closing factor, N=16: phase = 0.026612, change on shift = 4e-16 rad
V2=0: max|sin phi_N| = 0e+00; |phi_7| for V1 -> -V1 = 0.000000 rad
a phi/2pi = -0.063941 nm; N=8 error = -1.2543e-04 nm, predicted -1.2747e-04 nm
P_el = -e phi/2pi = 2.048890e-20 C = 0.127882 e
verified
```
